# Comment on bounding the real permittivity of lossy dielectric composites

**The argument under review**

The argument concerns a low-k film that contains a damaged, moist and therefore conducting layer. It runs as follows. A capacitance measurement gives the real part of the film's permittivity. Each constituent has its own real part. The effective permittivity of a composite lies between the harmonic and arithmetic means of the constituent permittivities. Therefore the film's real part lies between the two means of the real parts, and the loss can be bounded separately.

The first three statements are acceptable, provided that the first refers to the parallel-equivalent capacitance and the third to lossless constituents. The conclusion does not follow. The questions to settle are where the proof fails, what part of the bound survives, and what replaces the rest.

**Conventions and a test case**

Fields vary as $e^{-i\omega t}$, so absorption means $\varepsilon''\ge0$ in $\varepsilon=\varepsilon'+i\varepsilon''$. Permittivities are relative. In atomic units a conductivity $\sigma$ contributes $\varepsilon''=4\pi\sigma/\omega$, and $D=\varepsilon E$ includes the conduction current. Two isotropic, local, linear phases with $\varepsilon_j'>0$ occupy fractions $f_1+f_2=1$ of a periodic structure much finer than the wavelength. Hence $\nabla\times E=0$ and $\nabla\cdot D=0$. The mean field $E_0$ lies along a symmetry axis, so that $D_0=\langle D\rangle=\varepsilon_{\rm eff}E_0$ with a scalar $\varepsilon_{\rm eff}$.

Consider equal layers of permittivity $1$ and $1+10i$, with the field normal to them. Both real parts are 1, so the argument predicts a real part of 1. Since $D$ is the same in both layers and the mean field is the average of $D/\varepsilon$,

$$\frac1{\varepsilon_{\rm eff}}=\frac{1}{2}\left(1+\frac1{1+10i}\right)=\frac{1+5i}{1+10i}.$$

Inverting and multiplying above and below by $1-5i$ gives

$$\varepsilon_{\rm eff}=\frac{(1+10i)(1-5i)}{26}=\frac{51+5i}{26}\approx1.96+0.19i .$$

The predicted interval has zero width, and the answer lies well outside it. Bounding the loss separately by the means of the imaginary parts fails too: equal series layers of $1+i$ and $10+i$ give $1.94+1.65i$, although both imaginary parts are 1.

**Where the proof fails**

Write $E=E_0-\nabla\phi$ with periodic $\phi$. Then

$$\langle\nabla\phi^*\cdot D\rangle=\langle\nabla\cdot(\phi^*D)\rangle-\langle\phi^*\nabla\cdot D\rangle=0,$$

the first term by periodicity and the second because $D$ has no divergence. Therefore

$$\langle E^*\cdot D\rangle=E_0^*\cdot D_0,\qquad
\varepsilon_{\rm eff}'=\frac{\langle\varepsilon'|E|^2\rangle}{|E_0|^2}. \tag{1}$$

The second relation is the real part of the first. It holds with or without loss, but $E$ is the field of the lossy structure.

For real $\varepsilon$, compare $E$ with a trial field $E+g$, where $g$ is a gradient of zero mean:

$$\langle\varepsilon|E+g|^2\rangle=\langle\varepsilon|E|^2\rangle+2\,{\rm Re}\langle g^*\cdot\varepsilon E\rangle+\langle\varepsilon|g|^2\rangle .$$

The middle term vanishes because $\varepsilon E$ is divergence-free, and the last is not negative. The true field is thus the minimizer. The uniform trial field $E_0$ then gives $\varepsilon_{\rm eff}\le\langle\varepsilon\rangle$, the arithmetic mean.

With loss, the divergence-free field is $(\varepsilon'+i\varepsilon'')E$, while the form in (1) contains $\varepsilon'$ alone. The middle term need not vanish, and $E$ need not minimize $\langle\varepsilon'|E|^2\rangle$. The uniform field can have a lower value than the true one, and the upper bound is lost.

This is plainest when both real parts equal $a$. Since $\langle E-E_0\rangle=0$, equation (1) becomes

$$\varepsilon_{\rm eff}'=a\left(1+\frac{\langle|E-E_0|^2\rangle}{|E_0|^2}\right). \tag{2}$$

Any unevenness of the field raises the real part, and contrast in the loss alone can cause it, though not in layers parallel to the field. In the test case $E_1/E_0=\varepsilon_{\rm eff}=1.9615+0.1923i$, and $E_2/E_0=\varepsilon_{\rm eff}/(1+10i)=0.0385-0.1923i$. Both differ from 1 by $\pm(0.9615+0.1923i)$, whose squared modulus is 0.9615. Equation (2) returns 1.9615. The conducting layer gives up most of its voltage to the other one.

**What survives**

The lower bound can be kept. By the Cauchy–Schwarz inequality,

$$|E_0|^2=\left|\left\langle\frac{1}{\sqrt{\varepsilon'}}\,\sqrt{\varepsilon'}E\right\rangle\right|^2\le\left\langle\frac1{\varepsilon'}\right\rangle\langle\varepsilon'|E|^2\rangle,$$

and (1) gives $\varepsilon_{\rm eff}'\ge1/\langle1/\varepsilon'\rangle$. Positive real parts are needed here; a metallic phase with $\varepsilon'<0$ is outside this result.

There are also two cases in which the upper bound does little harm. If both phases have the same loss angle, $\varepsilon_j=r_je^{i\delta}$, the common factor leaves the field equations unchanged. Then $\varepsilon_{\rm eff}=r_{\rm eff}e^{i\delta}$, and the lossless bounds on $r_{\rm eff}$, multiplied by $\cos\delta$, bound the real part. The other case is weak loss. For a series laminate of $a$ and $a+ib$,

$$\varepsilon_{\rm eff}=\frac{a(a+ib)}{a+if_1b},\qquad
\varepsilon_{\rm eff}'=\frac{a(a^2+f_1b^2)}{a^2+f_1^2b^2}
=a+\frac{a f_1f_2b^2}{a^2+f_1^2b^2}, \tag{3}$$

where $f_1-f_1^2=f_1f_2$ was used. For $b\ll a$ the excess is $f_1f_2b^2/a$, of second order in the loss. For $b\to\infty$ the real part tends to $a+af_2/f_1=a/f_1$: the lossy layer is a short circuit, and the other layer carries the whole voltage.

**The bound that should be used**

At fixed fractions, the bound has to be stated in the complex plane. Let $\bar E_j$ and $\bar D_j=\varepsilon_j\bar E_j$ be averages within phase $j$, and let $v_j$ be the average of $|E-\bar E_j|^2$ there. Then

$$\langle E^*\cdot D\rangle=\sum_jf_j\left(\bar E_j^*\cdot\bar D_j+\varepsilon_jv_j\right).$$

Subtract $E_0^*\cdot D_0$, with $E_0=\sum_j f_j\bar E_j$ and $D_0=\sum_j f_j\bar D_j$. The left side vanishes by (1). The products of averages combine, since $f_j-f_j^2=f_1f_2$, into

$$0=f_1f_2(\bar E_1-\bar E_2)^*\cdot(\bar D_1-\bar D_2)+\sum_jf_j\varepsilon_jv_j. \tag{4}$$

The equations for $E_0$ and $D_0$ also give $f_1(\varepsilon_1-\varepsilon_2)\bar E_1=(\varepsilon_{\rm eff}-\varepsilon_2)E_0$, and the same with the labels exchanged. Both phase averages are therefore parallel to $E_0$, and a scalar $y$ can be defined by $\bar D_1-\bar D_2=-y(\bar E_1-\bar E_2)$. Equation (4) becomes

$$y=\alpha\varepsilon_1+\beta\varepsilon_2,\qquad
\alpha=\frac{v_1}{f_2|\bar E_1-\bar E_2|^2}\ge0,\quad
\beta=\frac{v_2}{f_1|\bar E_1-\bar E_2|^2}\ge0. \tag{5}$$

So $y$ lies in the wedge between the directions of $\varepsilon_1$ and $\varepsilon_2$. If $\bar E_1=\bar E_2$, then $\varepsilon_{\rm eff}$ is the complex arithmetic mean, which corresponds to $y=\infty$.

To return to $\varepsilon_{\rm eff}$, rewrite the definition of $y$ as $(\varepsilon_1+y)\bar E_1=(\varepsilon_2+y)\bar E_2$. The averages are thus in the ratio $(\varepsilon_2+y):(\varepsilon_1+y)$, and

$$\varepsilon_{\rm eff}=\frac{f_1\varepsilon_1(\varepsilon_2+y)+f_2\varepsilon_2(\varepsilon_1+y)}{f_1(\varepsilon_2+y)+f_2(\varepsilon_1+y)}
=\frac{\varepsilon_1\varepsilon_2+Ay}{S+y},$$

with $A=f_1\varepsilon_1+f_2\varepsilon_2$ and $S=f_2\varepsilon_1+f_1\varepsilon_2$. Separating $A$ leaves the numerator $\varepsilon_1\varepsilon_2-AS$. Here $AS=(f_1^2+f_2^2)\varepsilon_1\varepsilon_2+f_1f_2(\varepsilon_1^2+\varepsilon_2^2)$, and $1-f_1^2-f_2^2=2f_1f_2$, so

$$\varepsilon_{\rm eff}=A-\frac{f_1f_2(\varepsilon_1-\varepsilon_2)^2}{S+y}. \tag{6}$$

Series layers have $y=0$. The edges of the wedge, $y=t\varepsilon_1$ and $y=t\varepsilon_2$ with $t\ge0$, map to two circular arcs joining the series and parallel values. These arcs enclose the allowed region.

**How large the real part can be**

Put $\varepsilon_1=a$ and $\varepsilon_2=a+ib$ in (6). Then $(\varepsilon_1-\varepsilon_2)^2=-b^2$ and $S=a+if_1b$. By (5), $y$ has non-negative real and imaginary parts. With $S+y=X+iY$, this means $X\ge a$ and $Y\ge f_1b$, and

$$\varepsilon_{\rm eff}'=a+f_1f_2b^2\frac{X}{X^2+Y^2}\le a+\frac{f_1f_2b^2}{2Y}\le a+\frac{f_2b}{2}. \tag{7}$$

The first inequality is $X^2+Y^2\ge2XY$. Equality requires $X=Y=f_1b$, which is possible when $f_1b\ge a$. If $f_1b<a$, the fraction $X/(X^2+Y^2)$ is largest at the corner $X=a$, $Y=f_1b$. That is $y=0$, and the series laminate (3) then has the largest real part.

A laminate of a laminate reaches the limit (7). Place slabs of phase 2, with fraction $p$, in phase 1, with the field normal to them. Their permittivity is $h=a\varepsilon_2/[a+(1-p)ib]$, so

$$h-a=\frac{a\,p\,ib}{a+(1-p)ib}.$$

Cut this material into blocks that measure many fine periods across the field, and stack them in parallel with phase 1, the blocks having fraction $q=f_2/p$. The result is $a+q(h-a)$. Choosing $(1-p)b=a$ gives

$$\varepsilon_{\rm eff}=a+f_2\frac{ib}{1+i}=a+\frac{f_2b}{2}(1+i).$$

The condition $q\le1$ is again $f_1b\ge a$. For the test phases, $p=0.9$ and $q=5/9$ give $3.5+2.5i$. A finite-element solution with blocks of finite height across the field, in a cell 18 fine periods high, gives $3.49+2.54i$; on finer meshes the value settles at $3.49+2.53i$, a shift of about 0.01 in the imaginary part. Since (7) is reached and grows in proportion to $b$, no upper bound on $\varepsilon_{\rm eff}'$ can be built from the real parts and fractions alone when the arrangement of the phases is unknown.

**The film**

Take a 100 nm film between parallel metal plates at 100 kHz and 300 K. The sound 70 nm has permittivity 2.7. The damaged 30 nm has real part 5.0 and conductivity $10^{-6}$ S/cm, which gives $\varepsilon''=17.98$. The means of the real parts are

$$\left(\frac{0.7}{2.7}+\frac{0.3}{5.0}\right)^{-1}=3.13,\qquad 0.7\times2.7+0.3\times5.0=3.39 .$$

The actual series sum is

$$\frac1{\varepsilon_{\rm eff}}=\frac{0.7}{2.7}+\frac{0.3}{5.0+17.98i}=0.2636-0.0155i,\qquad \varepsilon_{\rm eff}=3.78+0.22i .$$

The real part exceeds the supposed maximum by 0.39, although the film's loss tangent is only 0.059. A small loss tangent of the whole film does not show that each layer has a small one. If 3.78 is read as a lossless series value, the damaged layer appears to have permittivity $0.3/(1/3.781-0.7/2.7)=57.5$ instead of 5.0.

For other geometries with these phases and fractions, the largest real part allowed by (6) is 5.44. It was found by scanning the two arcs numerically, which suffices because the real part of an analytic function is largest on the boundary of its region. This limit exceeds the real parts of both constituents.

**Conditions in a real film**

The sound permittivity is typical of organosilicate low-k material. A damaged depth of 30 nm is large, and the moist layer's conductivity is a rough assumption, uncertain by at least a factor of ten. It matters: with the other inputs fixed, a conductivity ten times lower gives a real part of 3.19, inside the supposed bounds. At 100 kHz the real part exceeds 3.39 only above about $2.5\times10^{-7}$ S/cm, several times the conductivity of pure water ($5.5\times10^{-8}$ S/cm), so the example describes a wet, ion-bearing layer. At $10^{-9}$ S/cm the film gives the lossless series value 3.13 to the digits shown, and at 1 MHz the assumed $10^{-6}$ S/cm gives 3.19. Warming to 358 K with an assumed activation energy of 0.5 eV, and with the water retained, multiplies the conductivity by 23 and, if conduction is local, gives 3.86, close to the short-circuit limit $2.7/0.7$. The sharp boundary is also an idealization. If the complex permittivity falls linearly to the sound value over 60 nm, the arithmetic mean of the real parts is still 3.39, but the series integral of $1/\varepsilon$ gives 4.63.

Local conduction is another assumption whose failure can bring the film value back below 3.39. It places the charge that screens the layer in thin sheets at the faces. When ions cannot cross the faces, diffusion spreads this charge into the layer, which weakens the screening in the cases below. For two ion species of opposite charge and equal diffusion coefficient $\mathcal D$, the linearized ion current is $j=\sigma E-\mathcal D\rho'$, where a prime on $\rho$, $E$ or $j$ means $d/dz$. Charge conservation is $j'=i\omega\rho$, and Gauss's law is $\varepsilon_2'E'=4\pi\rho$, with $\varepsilon_2'$ still the real part. Hence $C=\varepsilon_2'E+4\pi ij/\omega$ is constant across the layer. Eliminating $j$ and $\rho$ gives

$$C=\varepsilon_2E-\frac{i\mathcal D\varepsilon_2'}{\omega}E'',\qquad
E=\frac C{\varepsilon_2}+B\cosh kz,\qquad k^2=-\frac{i\omega\varepsilon_2}{\mathcal D\varepsilon_2'} .$$

At the faces $z=\pm L/2$ the ion current vanishes, so $\varepsilon_2'E=C$ there. This fixes $B\cosh u=C(1/\varepsilon_2'-1/\varepsilon_2)$ with $u=kL/2$. Integrating $E$ for the voltage $V$, the layer's permittivity $CL/V$ is

$$\varepsilon_{\rm b}=\frac{\varepsilon_2}{1+(\varepsilon_2/\varepsilon_2'-1)\tanh(u)/u} .$$

Using $\varepsilon_{\rm b}$ for the 30 nm layer, the film's real part is 3.68, 3.49 and 3.22 for $\mathcal D=10^{-7}$, $10^{-6}$ and $10^{-5}$ cm²/s. The last value, roughly that of small ions in free water, removes the excess over 3.39. The Debye length is then 21 nm, comparable with the layer, and the local description no longer applies. The first has a Debye length of 2.1 nm and keeps most of the excess. These values show a trend rather than a prediction. The model treats the ions as independent, but in a uniform medium of permittivity 5 the attraction of two opposite unit charges equals the thermal energy at 11 nm. This is longer than the Debye length in the first two cases. Ion pairing could matter in all three, since at separations below 1 nm the attraction is more than ten times the thermal energy. The fixed conductivity also implies fewer than one ion per Debye sphere in each case, so a smooth charge density is itself a rough description.

Two other approximations are mild here. With 25 mV across the film, the moist layer receives at most 4.2 mV in these three cases, against a thermal voltage of 25.9 mV, so linear response is reasonable. The wave phase accumulated across the film is below $10^{-9}$ rad.

**Requested correction**

The upper bound on the real part should be withdrawn. For a film of two uniform phases in which conduction is local, it can be replaced by (5) and (6), which need the fraction and the complex permittivity of each phase. The lower bound may stay, with the condition $\varepsilon_j'>0$. If the damaged layer's loss is unknown, a film value between 3.39 and the short-circuit limit 3.86 is not by itself evidence of a wrong thickness or a wrong real part. A value above 3.86 cannot be explained by loss in the damaged layer alone, if both layers are uniform, the sound one is lossless and the other inputs are right. Measurements at several frequencies could help to separate these causes, since conduction enters through $\sigma/\omega$, but ion blocking depends on frequency too and would have to be included in the fit, which may then leave some combination of the inputs poorly determined.

Numbers in the example were calculated in double precision.
